# Relativistic Hyperfine Splitting of Hydrogenic 1s and 2s States: a numerical check

```python
"""
Hyperfine splitting of Dirac ns states, point charge Z e with a point dipole.
Result under test: (Dirac splitting)/(Fermi splitting) is
    R_n = n^3 (2 eps + 1) / (N^3 gamma (4 gamma^2 - 1)),
    R_1 = 1/(gamma (2 gamma - 1)) = 1 + (3/2) zeta^2 + ...,
    R_2 = 1 + (17/8) zeta^2 + ...
zeta = Z alpha, gamma = sqrt(1 - zeta^2), nu = n - 1 + gamma,
N = sqrt(nu^2 + zeta^2), eps = E/(m c^2) = nu/N.
P, Q: large and small radial functions, integral of P^2 + Q^2 equal to 1.
Radial work uses hbar = m = c = 1; splittings are evaluated in SI units.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import roots_genlaguerre, eval_genlaguerre, gammaln

ALPHA = const.fine_structure
BOHR_RADIUS = const.physical_constants["Bohr radius"][0]
MU_B = const.physical_constants["Bohr magneton"][0]
MU_N = const.physical_constants["nuclear magneton"][0]
K_COMPTON = const.m_e * const.c / const.hbar


def quantities(n, zeta):
    gamma = np.sqrt(1 - zeta**2)
    nu = n - 1 + gamma
    big_n = np.sqrt(nu**2 + zeta**2)
    return gamma, nu, big_n, nu / big_n


def ratio_formula(n, zeta):
    gamma, nu, big_n, eps = quantities(n, zeta)
    return n**3 * (2 * eps + 1) / (big_n**3 * gamma * (4 * gamma**2 - 1))


def diagonalize(zeta, size=26):
    """Lowest three s states of the radial Dirac operator, Laguerre basis."""
    gamma = np.sqrt(1 - zeta**2)
    lam = 0.7 * zeta
    x, w = roots_genlaguerre(size + 6, 2 * gamma - 2)
    r = x / (2 * lam)
    weight = w * x**2 / (2 * lam)
    basis, slope = [], []
    for k in range(size):
        norm = np.exp(0.5 * (np.log(2 * lam) + gammaln(k + 1)
                             - gammaln(k + 2 * gamma + 1)))
        f = eval_genlaguerre(k, 2 * gamma, x)
        df = (-eval_genlaguerre(k - 1, 2 * gamma + 1, x) if k > 0
              else np.zeros_like(x))
        basis.append(norm * f)
        slope.append(norm * 2 * lam * ((gamma / x - 0.5) * f + df))
    basis, slope = np.array(basis), np.array(slope)
    overlap = (basis * weight) @ basis.T
    potential = (basis * weight * (-zeta / r)) @ basis.T
    kinetic = (basis * weight) @ (slope - basis / r).T
    ham = np.block([[overlap + potential, kinetic.T],
                    [kinetic, potential - overlap]])
    zero = np.zeros_like(overlap)
    metric = np.block([[overlap, zero], [zero, overlap]])
    energies, vectors = eigh(ham, metric)
    states = []
    for i in np.flatnonzero(energies > 0)[:3]:
        states.append((energies[i], weight, r,
                       vectors[:size, i] @ basis, vectors[size:, i] @ basis))
    return states


def dirac_splitting(integral_si, spin, moment):
    """Splitting in J from the integral of P Q / r^2 in m^-2."""
    return (-(4 / 3) * const.mu_0 / (4 * np.pi) * const.e * const.c
            * integral_si * (moment / spin) * (2 * spin + 1))


def fermi_splitting(n, charge, spin, moment):
    density = charge**3 / (np.pi * n**3 * BOHR_RADIUS**3)
    return ((2 / 3) * const.mu_0 * MU_B * density
            * (moment / spin) * (2 * spin + 1))


def numerical_splittings(charge, spin=0.5, moment=MU_N):
    result = []
    for energy, weight, r, p, q in diagonalize(charge * ALPHA):
        integral = np.sum(weight * p * q / r**2) * K_COMPTON**2
        result.append((dirac_splitting(integral, spin, moment), integral))
    return result


# Pauli and Dirac matrices
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
zero2, one2 = np.zeros((2, 2)), np.eye(2)
alpha_mat = np.array([np.block([[zero2, s], [s, zero2]]) for s in pauli])
beta_mat = np.diag([1.0, 1.0, -1.0, -1.0])

# Test: the 1s four-spinor solves the three-dimensional Dirac equation
zeta_test = 0.5
gamma_test = np.sqrt(1 - zeta_test**2)
chi = np.array([0.6, 0.8j])


def spinor_1s(position):
    r = np.linalg.norm(position)
    sigma_r = np.einsum("i,ijk->jk", position / r, pauli)
    q_over_p = -(1 - gamma_test) / zeta_test
    radial = r**(gamma_test - 1) * np.exp(-zeta_test * r)
    return radial * np.concatenate([chi, -1j * q_over_p * sigma_r @ chi])


point, step = np.array([0.7, -1.1, 0.9]), 1e-4
h_psi = (beta_mat @ spinor_1s(point)
         - zeta_test / np.linalg.norm(point) * spinor_1s(point))
for axis in range(3):
    shift = step * np.eye(3)[axis]
    gradient = (spinor_1s(point + shift) - spinor_1s(point - shift)) / (2 * step)
    h_psi = h_psi - 1j * alpha_mat[axis] @ gradient
assert np.allclose(h_psi, gamma_test * spinor_1s(point), atol=1e-7)

# Test: angular average of alpha.(mu x n) between s spinors
mu_vec, p_val, q_val = np.array([0.3, -0.5, 0.8]), 0.9, -0.35
cosines, cos_weights = np.polynomial.legendre.leggauss(8)
angular = np.zeros((2, 2), dtype=complex)
for u, wu in zip(cosines, cos_weights):
    for phi in 2 * np.pi * np.arange(12) / 12:
        s = np.sqrt(1 - u**2)
        n_vec = np.array([s * np.cos(phi), s * np.sin(phi), u])
        sigma_n = np.einsum("i,ijk->jk", n_vec, pauli)
        columns = np.vstack([p_val * one2, -1j * q_val * sigma_n])
        coupling = np.einsum("i,ijk->jk", np.cross(mu_vec, n_vec), alpha_mat)
        angular += wu / 24 * columns.conj().T @ coupling @ columns
sigma_mu = np.einsum("i,ijk->jk", mu_vec, pauli)
assert np.allclose(angular, -(4 / 3) * p_val * q_val * sigma_mu, atol=1e-12)

# Test: sigma.I has two levels separated by 2I + 1
for spin in (0.5, 1.5, 2.5):
    m = np.arange(spin, -spin - 1, -1)
    raising = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    i_ops = [(raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m)]
    levels = np.linalg.eigvalsh(sum(np.kron(a, b) for a, b in zip(pauli, i_ops)))
    assert np.allclose(np.unique(np.round(levels, 8)), [-spin - 1, spin])

# Test: energies and radial moments from diagonalization
largest_moment_error = 0.0
for zeta in (0.2, 0.45, 0.6):
    for n, (energy, weight, r, p, q) in enumerate(diagonalize(zeta), start=1):
        gamma, nu, big_n, eps = quantities(n, zeta)
        total, diff, cross = p**2 + q**2, p**2 - q**2, p * q
        c_minus1 = -zeta**2 / (2 * gamma * big_n**3)
        pairs = [
            (energy, eps),
            (np.sum(weight * diff), eps),
            (np.sum(weight * diff / r), zeta / big_n**2),
            (np.sum(weight * total / r),
             zeta * (zeta**2 + nu * gamma) / (gamma * big_n**3)),
            (np.sum(weight * cross), -zeta / (2 * big_n**2)),
            (np.sum(weight * cross / r), c_minus1),
            (np.sum(weight * cross / r**2),
             2 * zeta * (2 * eps + 1) * c_minus1 / (4 * gamma**2 - 1))]
        for found, expected in pairs:
            error = abs(found / expected - 1)
            largest_moment_error = max(largest_moment_error, error)
            assert error < 1e-7

# Test: SI splittings against Fermi value times the closed factor
table = []
largest_ratio_error = 0.0
for charge in (10, 30, 60, 80):
    zeta = charge * ALPHA
    ratios = []
    for n, (split, _) in enumerate(numerical_splittings(charge), start=1):
        ratio = split / fermi_splitting(n, charge, 0.5, MU_N)
        error = abs(ratio / ratio_formula(n, zeta) - 1)
        largest_ratio_error = max(largest_ratio_error, error)
        assert error < 1e-7
        ratios.append(ratio)
    gamma = np.sqrt(1 - zeta**2)
    assert abs(ratios[0] * gamma * (2 * gamma - 1) - 1) < 1e-7
    table.append((charge, ratios[0], 1 + 1.5 * zeta**2,
                  ratios[1], 1 + 17 / 8 * zeta**2))

# Test: leading coefficients extracted from numerical splittings
x_small, x_large = 0.05**2, 0.1**2
reduced = []
for x_value in (x_small, x_large):
    charge = np.sqrt(x_value) / ALPHA
    reduced.append([(split / fermi_splitting(n, charge, 0.5, MU_N) - 1) / x_value
                    for n, (split, _) in
                    enumerate(numerical_splittings(charge), start=1)])
extracted = ((x_large * np.array(reduced[0]) - x_small * np.array(reduced[1]))
             / (x_large - x_small))
# The extrapolation leaves a remainder of order x_small * x_large.
for n, value in enumerate(extracted, start=1):
    assert abs(value - (11 / 6 + 3 / (2 * n) - 11 / (6 * n**2))) < 5e-4

# Test: symbolic expansion of the closed factor in x = zeta^2
x = sp.symbols("x", real=True)
n_sym = sp.symbols("n", positive=True)


def ratio_symbolic(n):
    gamma = sp.sqrt(1 - x)
    nu = n - 1 + gamma
    big_n = sp.sqrt(nu**2 + x)
    return n**3 * (2 * nu / big_n + 1) / (big_n**3 * gamma * (4 * gamma**2 - 1))


def taylor_coefficient(n, order):
    derivative = sp.diff(ratio_symbolic(n), x, order).subs(x, 0)
    return sp.simplify(derivative / sp.factorial(order))


series = {n: [taylor_coefficient(sp.Integer(n), k) for k in (1, 2)]
          for n in (1, 2)}
assert series[1][0] == sp.Rational(3, 2)
assert series[2][0] == sp.Rational(17, 8)
general = taylor_coefficient(n_sym, 1)
target = (sp.Rational(11, 6) + sp.Rational(3, 2) / n_sym
          - sp.Rational(11, 6) / n_sym**2)
assert sp.simplify(general - target) == 0

# Worked example: model ion, Z = 30, I = 1/2, moment of one nuclear magneton
charge, spin, moment = 30, 0.5, MU_N
zeta = charge * ALPHA
mev = 1e-3 * const.e
example = numerical_splittings(charge, spin, moment)
print(f"model: Z = {charge}, I = {spin}, moment = {moment / MU_N:.0f} mu_N")
print(f"fine-structure constant alpha = {ALPHA:.9f}")
print(f"zeta = Z alpha = {zeta:.6f}")
print(f"zeta^2 = {zeta**2:.6f}")
print(f"gamma = {np.sqrt(1 - zeta**2):.6f}")
for n in (1, 2):
    gamma, nu, big_n, eps = quantities(n, zeta)
    fermi = fermi_splitting(n, charge, spin, moment)
    split, integral = example[n - 1]
    density = charge**3 / (np.pi * n**3 * BOHR_RADIUS**3)
    coefficient = float(series[n][0])
    print(f"{n}s: N = {big_n:.6f}, E/(m c^2) = {eps:.6f}")
    print(f"{n}s: Schroedinger density at nucleus = {density:.5e} m^-3")
    print(f"{n}s: integral of P Q / r^2 = {integral:.5e} m^-2")
    print(f"{n}s: Fermi splitting = {fermi / mev:.4f} meV")
    print(f"{n}s: Dirac splitting = {split / mev:.4f} meV")
    print(f"{n}s: Dirac splitting = {split / const.h / 1e12:.4f} THz")
    print(f"{n}s: Dirac/Fermi factor = {split / fermi:.6f}")
    print(f"{n}s: factor to order zeta^2 = {1 + coefficient * zeta**2:.6f}")
print(f"8 x (2s splitting)/(1s splitting) = {8 * example[1][0] / example[0][0]:.6f}")
print(f"1 + (5/8) zeta^2 = {1 + 5 / 8 * zeta**2:.6f}")
print("Z | 1s factor | 1s leading | 2s factor | 2s leading")
for row in table:
    print(f"{row[0]} | " + " | ".join(f"{value:.5f}" for value in row[1:]))
for n in (1, 2):
    print(f"{n}s series coefficients of zeta^2, zeta^4: "
          f"{series[n][0]}, {series[n][1]}")
print("coefficients of zeta^2 from diagonalization, 1s 2s 3s: "
      + ", ".join(f"{value:.4f}" for value in extracted))
print(f"Z at which gamma = 1/2: {np.sqrt(3) / 2 / ALPHA:.2f}")
print(f"largest relative error, energies and moments: {largest_moment_error:.0e}")
print(f"largest relative error, splitting factors: {largest_ratio_error:.0e}")
print("checks complete")
```

Output:

```
model: Z = 30, I = 0.5, moment = 1 mu_N
fine-structure constant alpha = 0.007297353
zeta = Z alpha = 0.218921
zeta^2 = 0.047926
gamma = 0.975743
1s: N = 1.000000, E/(m c^2) = 0.975743
1s: Schroedinger density at nucleus = 5.79977e+34 m^-3
1s: integral of P Q / r^2 = -7.57861e+22 m^-2
1s: Fermi splitting = 56.8205 meV
1s: Dirac splitting = 61.2023 meV
1s: Dirac splitting = 14.7986 THz
1s: Dirac/Fermi factor = 1.077116
1s: factor to order zeta^2 = 1.071889
2s: N = 1.987834, E/(m c^2) = 0.993917
2s: Schroedinger density at nucleus = 7.24971e+33 m^-3
2s: integral of P Q / r^2 = -9.76708e+21 m^-2
2s: Fermi splitting = 7.1026 meV
2s: Dirac splitting = 7.8876 meV
2s: Dirac splitting = 1.9072 THz
2s: Dirac/Fermi factor = 1.110524
2s: factor to order zeta^2 = 1.101843
8 x (2s splitting)/(1s splitting) = 1.031016
1 + (5/8) zeta^2 = 1.029954
Z | 1s factor | 1s leading | 2s factor | 2s leading
10 | 1.00805 | 1.00799 | 1.01142 | 1.01132
30 | 1.07712 | 1.07189 | 1.11052 | 1.10184
60 | 1.39365 | 1.28756 | 1.58740 | 1.40737
80 | 1.97442 | 1.51121 | 2.53391 | 1.72422
1s series coefficients of zeta^2, zeta^4: 3/2, 17/8
2s series coefficients of zeta^2, zeta^4: 17/8, 449/128
coefficients of zeta^2 from diagonalization, 1s 2s 3s: 1.4999, 2.1249, 2.1295
Z at which gamma = 1/2: 118.68
largest relative error, energies and moments: 5e-08
largest relative error, splitting factors: 5e-08
checks complete
```
